# Hydrogen barrier crossing: the onset of deep tunnelling near 230 K: verification in Python

```python
"""
Result under test: escape over a barrier with top V0 - m wb^2 x^2 / 2 and
Ohmic damping rate g turns from over-the-top to deep tunnelling around
    Tc = hbar mu / (2 pi kB),   mu = sqrt(wb^2 + g^2/4) - g/2.
Symbols: wb barrier frequency (rad/s), V0 barrier height, a length in the
finite barrier V0 sech^2(x/a), theta = T/Tc (undamped Tc), A = V0/(kB Tc),
B = V0/(kB T), z = sqrt(E/V0), kappa = quantum flux / classical flux.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq

hbar, kB, eV = const.hbar, const.k, const.e
kB_eV = kB / eV
mass_e = const.m_e
mass_H = const.m_p + mass_e
mass_D = const.physical_constants["deuteron mass"][0] + mass_e

# Model parameters (rough round values for a hydrogen hop in an oxide)
wavenumber = 1000.0      # cm^-1
damping_cm = 50.0        # cm^-1
V0 = 0.5                 # eV
field = 0.5              # V/nm, equal to 5 MV/cm
phonon_cutoff_cm = 1200.0

wb = 2 * np.pi * const.c * 100 * wavenumber
quantum = hbar * wb / eV
Tc = hbar * wb / (2 * np.pi * kB)
A = V0 / (kB_eV * Tc)
a = np.sqrt(2 * V0 * eV / mass_H) / wb


def transmission_numeric(p2, dp2, X):
    """Solve psi'' = -p2(x) psi with an outgoing wave on the right."""
    pr = np.sqrt(p2(X))
    start = pr ** -0.5 + 0j
    slope = (1j * pr - dp2(X) / (4 * p2(X))) * start
    sol = solve_ivp(lambda x, y: [y[1], -p2(x) * y[0]], (X, -X),
                    [start, slope], method="DOP853", rtol=1e-9, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    pl = np.sqrt(p2(-X))
    g = dp2(-X) / (4 * p2(-X))
    incoming = 0.5 * (psi + (dpsi + g * psi) / (1j * pl))
    return 1 / (abs(incoming) ** 2 * pl)


def log_transmission_sech(z, A_):
    """Closed-form transmission of the sech^2 barrier (needs A_ > pi/2)."""
    s = A_ * z
    c = np.sqrt(A_ ** 2 - np.pi ** 2 / 4)
    ln_sinh = s + np.log(-np.expm1(-2 * s)) - np.log(2)
    ln_cosh = c + np.log1p(np.exp(-2 * c)) - np.log(2)
    return -np.logaddexp(0, 2 * (ln_cosh - ln_sinh))


# Transmission of the parabola, energies in units of hbar wb from the top
for eps in (-0.5, 0.0, 0.3):
    num = transmission_numeric(lambda x: x * x + 2 * eps,
                               lambda x: 2 * x, 12.0)
    assert abs(num * (1 + np.exp(-2 * np.pi * eps)) - 1) < 2e-3

# Transmission of the finite barrier, length unit a
strength = 2 * mass_H * V0 * eV * a ** 2 / hbar ** 2
for ratio in (0.5, 0.9, 1.0, 1.2):
    num = transmission_numeric(
        lambda x: strength * (ratio - np.cosh(x) ** -2),
        lambda x: 2 * strength * np.tanh(x) / np.cosh(x) ** 2, 12.0)
    formula = np.exp(log_transmission_sech(np.sqrt(ratio), A))
    assert abs(num / formula - 1) < 2e-3

# Tunnelling exponent of the finite barrier at half height
edge = np.arccosh(np.sqrt(2.0))
action = 2 * a * quad(lambda x: np.sqrt(max(
    0.0, 2 * mass_H * V0 * eV * (np.cosh(x) ** -2 - 0.5))) * 1e24,
    -edge, edge)[0] / 1e24
assert abs(action / hbar / (2 * A * (1 - np.sqrt(0.5))) - 1) < 1e-5


# Thermal factor of the parabola: quadrature over depth y below the top
def kappa_parabola_numeric(theta, depth):
    y = np.linspace(-80 * theta, depth, 400001)
    return trapezoid(np.exp(y / theta - np.logaddexp(0, y)), y) / theta


def kappa_parabola(theta):
    return (np.pi / theta) / np.sin(np.pi / theta)


for theta in (1.05, 300 / Tc, 400 / Tc):
    num = kappa_parabola_numeric(theta, 1000.0)
    assert abs(num / kappa_parabola(theta) - 1) < 1e-4
# Below Tc the integral has no limit as the depth grows
assert (kappa_parabola_numeric(0.95, 400.0)
        > 1000 * kappa_parabola_numeric(0.95, 200.0))


def flux(theta, A_):
    """kappa, mean E/V0 and share of flux below the top, finite barrier."""
    B = A_ / theta
    z = np.linspace(1e-7, np.sqrt(1 + 50 / B), 200001)
    w = 2 * B * z * np.exp(B * (1 - z ** 2) + log_transmission_sech(z, A_))
    total = trapezoid(w, z)
    below = trapezoid(np.where(z < 1, w, 0), z) / total
    return total, trapezoid(w * z ** 2, z) / total, below


def kappa_deep(theta, A_):
    B = A_ / theta
    return 2 * theta * np.sqrt(np.pi * B) * np.exp(B * (1 - theta) ** 2)


# High barrier recovers the parabola above Tc
assert abs(flux(300 / Tc, 100 * A)[0] / kappa_parabola(300 / Tc) - 1) < 0.02
# Deep and crossover formulas: errors shrink with their next order in A
for scale in (1, 10):
    th = 150 / Tc
    assert abs(flux(th, scale * A)[0] / kappa_deep(th, scale * A) - 1) \
        < 3 / (scale * A)
for scale in (1, 10, 100):
    A_s = scale * A
    assert abs(flux(1.0, A_s)[0] - (np.sqrt(np.pi * A_s) - 1)) \
        < 6 / np.sqrt(A_s)
for T in (100.0, 150.0):
    predicted = V0 * (T / Tc) ** 2 + 1.5 * kB_eV * T
    assert abs(V0 * flux(T / Tc, A)[1] / predicted - 1) < 0.02


# Damping: unstable mode of particle plus explicit bath, units of wb
def unstable_mode(g, cutoff, n):
    dw = cutoff / n
    w = (np.arange(n) + 0.5) * dw
    c = w * np.sqrt(2 * g * dw / np.pi)
    K = np.diag(np.concatenate(([-1 + np.sum((c / w) ** 2)], w ** 2)))
    K[0, 1:] = K[1:, 0] = -c
    low = eigh(K, eigvals_only=True, subset_by_index=[0, 1])
    assert low[0] < 0 < low[1]
    return np.sqrt(-low[0])


def mu_ohmic(g):
    return np.sqrt(1 + g * g / 4) - g / 2


g = damping_cm / wavenumber
for g_test in (g, 1.0):
    # tolerance covers the finite cutoff of the explicit bath
    assert abs(unstable_mode(g_test, 150.0, 1500) / mu_ohmic(g_test) - 1) \
        < 3e-3
assert abs(mu_ohmic(g) - (1 - g / 2)) < g ** 2 / 7
cut = phonon_cutoff_cm / wavenumber
mu_cut = brentq(lambda m: m * m + m * g * 2 / np.pi * np.arctan(cut / m) - 1,
                0.1, 1.0)
assert abs(unstable_mode(g, cut, 400) / mu_cut - 1) < 1e-4

# Energy lost per round trip in a cosine well at the barrier energy:
# g * closed integral of p dx, with V = V0 (1 - cos q)/2, q = x/length
length = np.sqrt(V0 * eV / (2 * mass_H)) / wb
round_trip = 2 * length * quad(
    lambda q: np.sqrt(mass_H * V0 * eV * (1 + np.cos(q))) * 1e24,
    -np.pi, np.pi)[0] / 1e24
loss = g * wb * round_trip / eV
assert abs(loss / (8 * g * V0) - 1) < 1e-6


# Zero-point factor of a harmonic well with the same frequency
def well_factor(T):
    u = quantum / (kB_eV * T)
    return np.sinh(u / 2) / (u / 2)


for T in (Tc, 300.0):
    u = quantum / (kB_eV * T)
    Z = np.sum(np.exp(-u * (np.arange(200) + 0.5)))
    assert abs((1 / u) / Z / well_factor(T) - 1) < 1e-10
T_floor = Tc * np.sqrt(0.5 * quantum / V0)

# Oxide field on charge +e: shift and curvature of the barrier top
a_nm = a * 1e9
s_top = brentq(lambda s: -2 * V0 * np.tanh(s) / np.cosh(s) ** 2
               - field * a_nm, -0.5, 0.5)
w_field = np.sqrt(np.cosh(s_top) ** -4
                  - 2 * np.tanh(s_top) ** 2 / np.cosh(s_top) ** 2)
assert abs(w_field - (1 - 2 * s_top ** 2)) < 1e-4

width = 1 / np.sqrt(2 * A)
T_ind = const.zero_Celsius - 40
print(f"barrier wavenumber            {wavenumber:.0f} cm^-1")
print(f"barrier quantum hbar wb       {quantum:.4f} eV")
print(f"hbar wb / kB                  {hbar * wb / kB:.1f} K")
print(f"Tc without damping            {Tc:.1f} K")
print(f"kB Tc                         {kB_eV * Tc:.5f} eV")
print(f"barrier height V0             {V0:.2f} eV")
print(f"A = V0/(kB Tc)                {A:.2f}")
print(f"barrier length a              {a_nm:.4f} nm")
print(f"barrier full width, half max  {2 * edge * a_nm:.4f} nm")
print(f"relative crossover width      {width:.3f}")
print(f"crossover half-width          {width * Tc:.1f} K")
for gc in (20.0, damping_cm, 100.0):
    print(f"Tc, damping {gc:5.0f} cm^-1       "
          f"{Tc * mu_ohmic(gc / wavenumber):.1f} K")
print(f"mu/wb at {damping_cm:.0f} cm^-1            {mu_ohmic(g):.4f}")
print("Finite barrier, undamped:")
print("T (K), kappa, mean flux energy (eV), share below top")
for T in (400.0, 300.0, T_ind, Tc, 150.0, 100.0):
    k, e, f = flux(T / Tc, A)
    print(f"{T:7.2f}  {k:10.4g}  {e * V0:.4f}  {f:.3f}")
for T in (400.0, 300.0):
    print(f"parabola kappa at {T:.0f} K       {kappa_parabola(T / Tc):.3f}")
print(f"estimate sqrt(pi A)-1 at Tc   {np.sqrt(np.pi * A) - 1:.2f}")
for T in (150.0, 100.0):
    print(f"deep formula kappa at {T:.0f} K   {kappa_deep(T / Tc, A):.4g}")
    print(f"peak energy V0 theta^2, {T:.0f} K {V0 * (T / Tc) ** 2:.4f} eV")
print("Neglected effects:")
print(f"phonon cutoff                 {phonon_cutoff_cm:.0f} cm^-1")
print(f"damped Tc with cutoff         {Tc * mu_cut:.1f} K")
print(f"oxide field                   {field * 10:.1f} MV/cm")
print(f"field shift of undamped Tc    {Tc * (w_field - 1):.2f} K")
print(f"zero-point factor at 300 K    {well_factor(300.0):.2f}")
print(f"zero-point factor at Tc       {well_factor(Tc):.2f}")
print(f"ground-level floor reached at {T_floor:.0f} K")
print(f"energy loss per round trip    {loss:.3f} eV")
print(f"loss / (kB Tc)                {loss / (kB_eV * Tc):.1f}")
print(f"undamped Tc for deuterium     {Tc * np.sqrt(mass_H / mass_D):.1f} K")
print("all assertions hold")
```

Output:

```
barrier wavenumber            1000 cm^-1
barrier quantum hbar wb       0.1240 eV
hbar wb / kB                  1438.8 K
Tc without damping            229.0 K
kB Tc                         0.01973 eV
barrier height V0             0.50 eV
A = V0/(kB Tc)                25.34
barrier length a              0.0519 nm
barrier full width, half max  0.0916 nm
relative crossover width      0.140
crossover half-width          32.2 K
Tc, damping    20 cm^-1       226.7 K
Tc, damping    50 cm^-1       223.3 K
Tc, damping   100 cm^-1       217.8 K
mu/wb at 50 cm^-1            0.9753
Finite barrier, undamped:
T (K), kappa, mean flux energy (eV), share below top
 400.00       1.821  0.4914  0.571
 300.00        3.06  0.4601  0.757
 233.15       7.844  0.4125  0.909
 228.99       8.663  0.4077  0.918
 150.00        1583  0.2331  1.000
 100.00   1.287e+09  0.1083  1.000
parabola kappa at 400 K       1.846
parabola kappa at 300 K       3.542
estimate sqrt(pi A)-1 at Tc   7.92
deep formula kappa at 150 K   1441
peak energy V0 theta^2, 150 K 0.2145 eV
deep formula kappa at 100 K   1.168e+09
peak energy V0 theta^2, 100 K 0.0954 eV
Neglected effects:
phonon cutoff                 1200 cm^-1
damped Tc with cutoff         225.8 K
oxide field                   5.0 MV/cm
field shift of undamped Tc    -0.31 K
zero-point factor at 300 K    2.27
zero-point factor at Tc       3.68
ground-level floor reached at 81 K
energy loss per round trip    0.200 eV
loss / (kB Tc)                10.1
undamped Tc for deuterium     162.0 K
all assertions hold
```
